# Kerr oscillation threshold of a silicon nitride ring resonator

## Problem

A silicon nitride ring is critically coupled to one bus waveguide and pumped by a continuous-wave laser near 1550 nm. The loaded quality factor is \(Q=10^6\), the refractive index \(n=2\), the mode volume \(V=628\ \mu\mathrm{m}^3\), and the nonlinear index \(n_2=2.4\times10^{-19}\ \mathrm{m^2/W}\). The laser frequency may be tuned freely. What is the least power in the bus at which the Kerr effect makes new optical frequencies grow in the ring?

The volume is the effective mode area, defined so that a guided power \(P\) changes the effective index of the mode by \(n_2P/A\), times the circumference, here \(A=1\ \mu\mathrm{m}^2\) and \(L=628\ \mu\mathrm{m}\). The resonance frequencies near the pumped one are

\[
\omega_\mu=\omega_0+D_1\mu+\tfrac12D_2\mu^2,\qquad \mu=0,\pm1,\pm2,\dots
\]

with \(D_2/2\pi=3.0\) MHz. A positive \(D_2\) means anomalous dispersion. All modes are taken to have equal loss and full overlap, and scattering into the backward direction is neglected.

## A tempting solution

Let \(N\) be the number of pump photons in the ring, \(\kappa=\omega/Q\) the decay rate of the stored energy, and \(g\) the amount by which one photon lowers the resonance frequency. Two sidebands grow when the Kerr gain \(gN\) exceeds the amplitude loss rate \(\kappa/2\). Threshold therefore needs

\[
N=\frac{\kappa}{2g}=\frac{1.2153\times10^{9}}{2\times4.461}=1.362\times10^{8}.
\]

A resonator takes in most light when the laser is on resonance, so the laser is set to \(\omega_0\). The Kerr effect moves the resonance away by \(gN\), and this must be included. With \(\kappa_{ex}\) the part of \(\kappa\) due to the bus, the steady state obeys

\[
\frac{\kappa_{ex}P}{\hbar\omega}=N\left[\left(\frac{\kappa}{2}\right)^2+(gN)^2\right].
\]

At threshold the two terms in the bracket are equal, so their sum is \(\kappa^2/2\). Critical coupling means \(\kappa_{ex}=\kappa/2\), and so

\[
P=N\hbar\omega\,\kappa\approx 21\ \mathrm{mW}.
\]

## Where it fails

The photon number and the steady-state equation are right. The fault is the choice of laser frequency. The frequency \(\omega_0\) is the resonance of the cold ring, holding almost no light. At threshold the resonance lies at \(\omega_0-gN=\omega_0-\kappa/2\). A laser left at \(\omega_0\) then sits half a linewidth from the resonance, at the half-maximum point of the line, and twice the power is needed to maintain the same \(N\).

The 21 mW thus belongs to another question: it is a lower bound on the power with the laser held at the cold resonance. The problem allows tuning, so the power must be minimized over the laser frequency. The sidebands depend on that frequency too, and it must be shown that the best setting for the pump also suits them.

## The right solution

### Kerr shift per photon

A resonance occurs when a whole number of wavelengths fits into the circumference, so \(\omega\) times the refractive index is fixed. Light of intensity \(I\) adds \(n_2I\) to the index \(n(\omega)\). To first order in the small frequency shift \(\delta\omega\),

\[
\delta\omega\left(n+\omega\frac{dn}{d\omega}\right)+\omega n_2I=0
\quad\Rightarrow\quad
\delta\omega=-\frac{\omega n_2I}{n_g},
\]

where the bracket is the group index \(n_g\). The stored energy \(N\hbar\omega\) passes a given cross-section once per round-trip time \(t_R=n_gL/c\). The intensity is therefore

\[
I=\frac{N\hbar\omega c}{n_gLA}=\frac{N\hbar\omega c}{n_gV}.
\]

Inserting this and writing \(\delta\omega=-gN\) gives

\[
g=\frac{\hbar\omega^2c\,n_2}{n_g^2V}.
\]

Both factors of index are group indices: one comes from the resonance condition, the other from the speed of the energy. The problem gives a single index, so \(n_g=n=2\) is used. Then \(g=4.461\) rad/s.

### The pump mode

Let \(a_0\) be the pump amplitude in a frame rotating at the laser frequency \(\omega_L\), with \(|a_0|^2=N\), and let \(\Delta=\omega_0-\omega_L\). The incoming wave has amplitude \(s\), with \(|s|^2=P/\hbar\omega\) photons per second. Then

\[
\frac{da_0}{dt}=-\left[\frac{\kappa}{2}+i(\Delta-gN)\right]a_0+\sqrt{\kappa_{ex}}\,s .
\]

The coefficient of \(s\) follows from conservation of photons. The outgoing wave is \(s_{out}=s-\sqrt{\kappa_{ex}}\,a_0\), so the bus loses photons at the rate

\[
|s|^2-|s_{out}|^2=2\sqrt{\kappa_{ex}}\,\mathrm{Re}(a_0^*s)-\kappa_{ex}N .
\]

The equation of motion gives \(dN/dt=-\kappa N+2\sqrt{\kappa_{ex}}\,\mathrm{Re}(a_0^*s)\). The rate above therefore equals \(dN/dt+(\kappa-\kappa_{ex})N\), which is the growth of the stored number plus the loss inside the ring, as it must be.

In the steady state the time derivative vanishes. Taking the squared modulus,

\[
\frac{\kappa_{ex}P}{\hbar\omega}=N\left[\left(\frac{\kappa}{2}\right)^2+(\Delta-gN)^2\right].
\tag{1}
\]

This mode description requires little loss per round trip. Here \(\kappa t_R\) is about 0.005.

### The sidebands

Let \(\phi\) be the angle around the ring, measured from a point that moves with the light at the angular speed \(D_1\), and \(A(\phi)=\sum_\mu a_\mu e^{i\mu\phi}\) the total field, with mode \(\mu\) described in a frame rotating at \(\omega_L+D_1\mu\). In that frame its cold frequency is \(\Delta+D_2\mu^2/2\). The Kerr effect responds to the local intensity, so it adds \(ig|A|^2A\) to the equation of motion. For the pump alone this reduces to the term \(igNa_0\) used above.

Add two weak sidebands, \(A=a_0+\varepsilon\) with \(\varepsilon=u\,e^{i\mu\phi}+v\,e^{-i\mu\phi}\). To first order in \(\varepsilon\),

\[
|A|^2A=N a_0+2N\varepsilon+a_0^2\varepsilon^* .
\]

The factor 2 says that the pump shifts another mode twice as much as it shifts itself. The last term turns two pump photons into one photon in each sideband. Collecting the terms in \(e^{i\mu\phi}\), and the complex conjugate of those in \(e^{-i\mu\phi}\), gives

\[
\frac{du}{dt}=-\left(\frac{\kappa}{2}+im\right)u+iga_0^2v^*,\qquad
\frac{dv^*}{dt}=-\left(\frac{\kappa}{2}-im\right)v^*-ig(a_0^*)^2u,
\]

\[
m=\Delta+\tfrac12D_2\mu^2-2gN .
\]

For solutions proportional to \(e^{\lambda t}\), the first equation gives \((\lambda+\kappa/2+im)u=iga_0^2v^*\) and the second gives \((\lambda+\kappa/2-im)v^*=-ig(a_0^*)^2u\). Multiplying them and cancelling \(uv^*\),

\[
\left(\lambda+\frac{\kappa}{2}\right)^2+m^2=g^2N^2
\quad\Rightarrow\quad
\lambda=-\frac{\kappa}{2}\pm\sqrt{g^2N^2-m^2}.
\tag{2}
\]

Growth requires the root to exceed \(\kappa/2\). This is impossible for \(gN<\kappa/2\), whatever the mismatch \(m\). At \(gN=\kappa/2\) the threshold is reached if \(m=0\).

### Minimizing the power

Measure all quantities against the linewidth:

\[
x=\frac{gN}{\kappa/2},\qquad y=\frac{\Delta}{\kappa/2},\qquad d=\frac{D_2\mu^2}{\kappa}.
\]

Substituting \(N=\kappa x/2g\) into (1) and taking out a factor \((\kappa/2)^2\) gives

\[
P=P_0\,x\left[1+(y-x)^2\right],\qquad
P_0=\frac{\hbar\omega\,\kappa^3}{8g\,\kappa_{ex}} .
\tag{3}
\]

Threshold needs \(x\ge1\), and the square bracket is at least 1. Hence \(P\ge P_0\), with equality at \(x=y=1\). The laser is then at the shifted resonance, \(\Delta=gN=\kappa/2\).

The sidebands must also be matched. In these units \(m=0\) reads \(y+d-2x=0\), which at \(x=y=1\) gives \(d=1\), or \(D_2\mu^2=\kappa\). Anomalous dispersion supplies the positive sign. It compensates the extra Kerr shift that the sidebands feel.

The tempting solution corresponds to \(y=0\), for which (3) becomes \(P=P_0x(1+x^2)\ge2P_0\). Reaching \(2P_0\) would require \(d=2\), a different sideband pair. No whole mode number gives exactly this value here. The best pair, \(\mu=\pm11\) with \(d=1.88\), reaches threshold by (2) when \(2x-d=\sqrt{x^2-1}\), that is, at \(x=1.010\), and so needs \(2.04P_0\).

Now insert \(\kappa_{ex}=\kappa/2\), then \(g\), then \(\kappa=\omega/Q\), and finally \(\omega=2\pi c/\lambda\):

\[
P_{th}=\frac{\hbar\omega\kappa^2}{4g}
=\frac{\kappa^2n^2V}{4\omega c\,n_2}
=\frac{\omega n^2V}{4c\,n_2Q^2}
=\frac{\pi n^2V}{2\lambda n_2Q^2}.
\tag{4}
\]

Planck's constant has cancelled, as it should in a classical threshold. The numbers give

\[
P_{th}=\frac{\pi\times4\times628\times10^{-18}}
{2\times1.55\times10^{-6}\times2.4\times10^{-19}\times10^{12}}\ \mathrm{W}
=0.0106\ \mathrm{W}.
\]

**The threshold is about 11 mW.**

## Reading the numbers

The linewidth \(\kappa/2\pi\) is 193.4 MHz, so the laser belongs 96.7 MHz below the cold resonance. This point can be reached without a jump, as far as the Kerr effect is concerned. At fixed \(y\), equation (3) gives

\[
\frac{1}{P_0}\frac{dP}{dx}=3x^2-4yx+1+y^2 ,
\]

whose discriminant is \(4y^2-12\). For \(0\le y<\sqrt3\) it is negative, so \(P\) rises steadily with \(x\) and each power belongs to one photon number. The required \(y=1\) lies in this range.

The circulating power is 4.17 W, or 393 times the bus power. On resonance at critical coupling, (1) reduces to \(P=N\hbar\omega\kappa/2\), while the circulating power is \(N\hbar\omega/t_R\). Their ratio is \(2/(\kappa t_R)\), which gives this number.

The matched mode number is \(\mu=\sqrt{\kappa/D_2}=\sqrt{193.4/3.0}=8.03\). The nearest integer, 8, has \(d=0.9927\), and the miss raises the threshold by about 0.002%. The first sidebands therefore appear eight mode spacings from the pump. With a spacing of 238.7 GHz this is 1.9 THz, or about 15 nm. The first new light is a widely spaced pair, not a comb with every mode filled.

A direct time integration of 32 coupled modes, with the laser held 96.7 MHz below the cold resonance, tests the linearized argument. At \(0.99P_{th}\) the pair \(\mu=\pm8\) decays at \(6.19\times10^6\ \mathrm{s^{-1}}\). At \(1.01P_{th}\) it grows at \(5.79\times10^6\ \mathrm{s^{-1}}\), and it is the strongest pair. These are amplitude rates, as in (2); the photon numbers change twice as fast. Linear interpolation puts zero growth at 10.61 mW, in agreement with (4). The two rates differ in size for two reasons. The mismatch \(m\) is not zero at either power, and by (2) this lowers the growth rate in both cases, more so at the higher power, where \(2gN\) is further from its matched value. The pump is also slightly off its shifted resonance at both powers, which by (3) makes \(gN\) a little smaller than in proportion to the power.

## When the dispersion does not help

Suppose that \(d=0\) for every pair that can take part. A small positive \(D_2\) alone does not ensure this: it only moves the matched pair outwards, to \(\mu=\pm80\), or 19 THz from the pump, for \(D_2/2\pi=0.03\) MHz, and the threshold stays at (4) as long as that pair has the same loss and the quadratic law holds that far out. Let \(q=y-x\) be the offset of the laser from the shifted resonance, in units of \(\kappa/2\). The mismatch is now \(q-x\), and (2) requires

\[
|q-x|\le\sqrt{x^2-1}.
\]

The smallest permitted offset is \(q=x-\sqrt{x^2-1}\), which is positive. The pump can no longer sit on its own resonance. Set \(x=\cosh w\), so that \(q=e^{-w}\). Then

\[
\frac{P}{P_0}=\cosh w\,(1+e^{-2w})=2e^{-w}\cosh^2w .
\]

The derivative vanishes when \(2\sinh w=\cosh w\), that is, \(\tanh w=1/2\). This gives \(e^{2w}=3\) and \(\cosh w=2/\sqrt3\), and hence

\[
\frac{P}{P_0}=2\cdot\frac{1}{\sqrt3}\cdot\frac43=\frac{8}{3\sqrt3}=1.54 .
\]

The bound becomes 16.3 mW. It is a lower bound for sideband growth, not a promise of a stable comb: at \(d=0\) the sideband equations coincide with those for a small disturbance of the pump itself, so the pump state is marginal at the same point.

For normal dispersion, \(d<0\), the smallest offset becomes \(x+|d|-\sqrt{x^2-1}\). It is larger at every \(x\), so the bound rises further. The bound is 4.03 times \(P_0\) for \(d=-1\) and stays near 1.54 for small \(|d|\), but these minima lie where \(|q-x|<\sqrt{x^2-1}\), the range in which the pump state itself is unstable. On a stable pump state both \(q\ge x+\sqrt{x^2-1}\) and \(q\ge x+|d|-\sqrt{x^2-1}\) must hold. Adding them gives \(q\ge x+|d|/2>1\), so the power exceeds \(2P_0\) for every \(d<0\). For \(d=-1\) the two conditions meet at \(x=\sqrt{1.25}\), which gives \(4.05P_0\). The result (4) therefore needs a mode pair near \(d=1\). With the quadratic dispersion assumed here this means anomalous dispersion. In general \(d=(\omega_\mu+\omega_{-\mu}-2\omega_0)/\kappa\), so in a real ring fourth-order dispersion or a local shift of some resonances can bring a pair near \(d=1\) even when \(D_2<0\).

## Which Q, and which coupling

The \(Q\) in (4) is the loaded one, which includes the loss into the bus. If the million were the intrinsic value, critical coupling would halve it and the threshold would be four times larger, 42.4 mW by (4). The nearest pair, \(\mu=\pm11\), then has \(d=0.94\), which raises this to 42.5 mW.

Critical coupling is also not the cheapest choice for a given ring. Hold the internal loss rate \(\kappa_0\) fixed and vary \(\kappa_{ex}\). By (3), \(P_0\propto(\kappa_0+\kappa_{ex})^3/\kappa_{ex}\). Setting the derivative to zero gives \(3\kappa_{ex}=\kappa_0+\kappa_{ex}\), or \(\kappa_{ex}=\kappa_0/2\). The ratio to the critically coupled case is \((1.5^3/0.5)/(2^3/1)=0.84\), so the same ring would start at about 8.95 mW. Weaker coupling lets in less light but raises the loaded \(Q\), and down to this point the second effect wins.

## Beside a real nitride ring

The dimensions correspond to a ring of about 100 µm radius. A loaded \(Q\) of one million is moderate for silicon nitride; low-loss rings can exceed ten million, and the bound (4) falls as \(1/Q^2\). It is reached only while some whole \(\mu\) gives \(d\) near 1. At \(Q=10^7\) and the same \(D_2\) the matched number is 2.5, and the best pair needs about 4% more. The group index is more typically near 2.1, which raises the result to 11.7 mW with \(Q\), \(V\) and \(n_2\) held fixed and the area defined as above. If the area is instead taken from the overlap of the field profile, with the \(n_2\) of the core material, the part of \(n_g\) that comes from the waveguide geometry does not enter in this way, and the result need not rise. A scalar mode estimate for an oxide-clad core 1.5 µm wide and 0.7 µm high gives \(n_g\approx2.11\) and an overlap area of about 1.0 µm², but only about 0.84 µm² for the area as defined above, and hence a threshold near 10 mW. A loaded \(Q\) lower by 10% gives 13.1 mW by (4), and about 0.4% more because the matched mode number, 8.46, then falls between integers. With a rough coupling loss of 2 dB between fibre and chip, 10.6 mW in the bus requires 16.8 mW in the fibre. Twice the photon energy is 1.60 eV, well below a rough band gap of 4 eV, so two-photon absorption across the gap is excluded by energy. One assumption that is clearly broken is that of constant temperature. At critical coupling and on resonance, all the bus power is lost in the ring. Suppose that 10% of it becomes heat, which flows through 3 µm of oxide with conductivity 1.4 W/(m K) over a width of 5 µm. The width is an assumption; heat spreading in two dimensions from a core 1.5 µm wide and 0.7 µm high gives, for a core conductivity between 2 and 30 W/(m K), roughly 470 to 610 K/W under a planar oxide reaching 0.5 to 3 µm above the core, roughly 640 to 700 K/W under a conformal film 0.5 µm thick, and roughly 850 to 960 K/W with no top cladding. With the slab estimate the thermal resistance is 682 K/W and the ring warms by \(0.1\times0.0106\times682=0.72\) K. With a rough \(dn/dT=2.5\times10^{-5}\ \mathrm{K^{-1}}\), the resonance falls by 1.75 GHz, or 9 linewidths. This counts only the index of the core; including the cladding, the group index and the thermal expansion of a silicon substrate would bring it to about 2 GHz. In a steady state this hardly changes the threshold power, provided that the laser is tuned to the warm resonance. It does mean that the laser must follow a thermal shift far larger than the Kerr shift of half a linewidth. The total shift is then 19 half-linewidths, so at \(P=P_0\) the detuning is \(y=q+19/(1+q^2)\). Its maximum, near \(q=1/38\), exceeds the value at \(q=0\) by about \(1/76\). The threshold point therefore lies only about 1.3 MHz from the detuning at which the ring drops out of resonance; over the range of thermal resistances quoted above this margin runs from about 0.9 to 1.8 MHz. Backscattering can change the threshold itself. Suppose that it splits every resonance by \(\beta\kappa\). The forward pump shifts the backward pump mode twice as much as it shifts itself, so that mode lies about half a linewidth off the laser and adds only about \(\beta^2/2\) to the relative loss of the pump. The backward sideband modes have the same mismatch as the forward ones and add about \(\beta^2\) to the relative loss of the sidebands, which raises the threshold value of \(x\) to about \(1+\beta^2\). Together these raise the power by about \(2\beta^2\) for small \(\beta\): about 13% for a splitting of a quarter linewidth and about 50% for half a linewidth. If only the pumped mode is split, the rise is about 6% and 25%. Raman gain and unequal losses of the modes are not estimated here.

The input values and the main results are listed in the numerical output.

## Values computed for the example and the checks

```
wavelength = 1550 nm
loaded Q = 1e+06
index = 2.00
mode volume = 628 um^3
nonlinear index = 2.40e-19 m^2/W
mode area = 1.00 um^2
circumference = 628 um
angular frequency = 1.2153e+15 rad/s
decay rate kappa = 1.2153e+09 1/s
linewidth kappa/(2 pi) = 193.4 MHz
mode spacing D1/(2 pi) = 238.7 GHz
Kerr shift per photon g = 4.461 rad/s
photons at threshold = 1.362e+08
circulating power at threshold = 4.17 W
power build-up = 393
THRESHOLD, formula = 0.01061 W = 10.61 mW
threshold, time integration = 10.61 mW
growth rate at 0.99 P_th = -6.19e+06 1/s
growth rate at 1.01 P_th = 5.79e+06 1/s
laser below cold resonance by 96.7 MHz
dispersion D2/(2 pi) = 3.0 MHz
ideal mode number = 8.03
first oscillating mode number = 8
d for this mode = 0.9927
power factor for this mode = 1.000018
power factor at d = 0: 1.5396
power factor at d = -1: 4.027
threshold bound at d = 0: 16.3 mW
if Q were intrinsic: 42.4 mW
with group index 2.1: 11.69 mW
with loaded Q 10% lower: 13.10 mW
rough absorbed fraction = 0.10
rough oxide thickness = 3.0 um
rough oxide conductivity = 1.4 W/(m K)
rough heated width = 5.0 um
rough dn/dT = 2.5e-05 1/K
thermal resistance = 682 K/W
heating at threshold = 0.72 K
thermal resonance shift = 1.75 GHz
thermal shift in linewidths = 9.0
twice the photon energy = 1.60 eV
rough band gap = 4.0 eV
rough fibre-to-chip loss = 2.0 dB
power needed in fibre = 16.8 mW
```
